# Euler characteristic and percolation threshold of randomly overlapping spherical pores

**Setting.** The pores of a low-k dielectric are modelled as equal balls of radius $R$ whose centres form a Poisson process of density $n$ in three dimensions. The balls may overlap freely, and their union is the pore space. Write

$$v=\tfrac{4}{3}\pi R^3,\qquad \eta=nv .$$

The Euler characteristic of a bounded pore space is $\chi=b_0-b_1+b_2$, where $b_0$ is the number of separate pieces, $b_1$ the number of independent tunnels and $b_2$ the number of enclosed solid islands. You may use two facts: $\chi(A\cup B)=\chi(A)+\chi(B)-\chi(A\cap B)$ for finite unions of balls and their intersections, and $\chi=1$ for a nonempty compact convex set. The density $\bar\chi$ is the mean of $\chi$ per unit volume for the balls centred in a large region. Balls near its boundary contribute in proportion to its surface, so their share per volume vanishes as the region grows.

## Part (a)

**Find the porosity $\phi$. Then express $\chi$ of a finite union of balls through the lowest points of their intersections.**

**Answer.** A given point is solid if no centre lies within $R$ of it. The number of centres in that volume $v$ is Poisson distributed with mean $\eta$, so

$$\phi=1-e^{-\eta}.$$

Repeated use of additivity gives inclusion–exclusion,

$$\chi=\sum_{S}(-1)^{|S|+1},$$

where $S$ runs over all nonempty sets of balls with a nonempty common part $K_S$. Most terms cancel, as follows.

Each $K_S$ has one lowest point $p$. If there were two, their midpoint would lie inside every ball of $S$, and one could move down from it. Coincidences that need a tuned position have probability zero: a common part that is a single point, four spheres through one point, or linearly dependent normals where three spheres meet. They are ignored below.

Let $\sigma\subseteq S$ be the balls whose surfaces pass through $p$, with outward unit normals $u_i$. Let $e_z$ point up. Then

$$-e_z=\sum_{i\in\sigma}\lambda_i u_i,\qquad \lambda_i\ge 0 .$$

Otherwise a plane would separate $-e_z$ from the cone of the normals, giving a direction $w$ with $w\cdot u_i\le0$ and $w\cdot e_z<0$. Since the $u_i$ are independent, a small change of $w$ makes every $w\cdot u_i$ strictly negative. A short step along $w$ would then stay in $K_S$ and go down, a contradiction. A vanishing $\lambda_i$ is another tuned coincidence, so all $\lambda_i$ are positive.

Conversely, this condition makes $p$ the lowest point of $K_\sigma$. For any $x\in K_\sigma$, convexity gives $u_i\cdot(x-p)\le0$, hence $-e_z\cdot(x-p)\le0$, and $x$ is not below $p$. Thus $K_S$ and $K_\sigma$ share their lowest point, and $\sigma$ has one, two or three members.

Now fix such a $\sigma$ and let $m$ other balls cover $p$. Adding any subset of these $m$ balls leaves the lowest point unchanged. The terms belonging to $\sigma$ therefore sum to

$$(-1)^{|\sigma|+1}\sum_{t=0}^{m}\binom{m}{t}(-1)^t=(-1)^{|\sigma|+1}(1-1)^m ,$$

which is zero unless $m=0$. Hence

$$\chi=N_1-N_2+N_3,$$

where $N_k$ counts the lowest points that are fixed by $k$ balls and covered by no other.

This identity holds for each configuration, not just on average. For 150 random balls at $\eta=0.9$ the count is $83-156+35=-38$. The alpha complex, a set of vertices, edges, triangles and tetrahedra with the same numbers of pieces, tunnels and islands as the union, also gives $-38$.

## Part (b)

**Average over the Poisson process, leaving the two- and three-ball geometry as volumes $A_2$ and $A_3$.**

**Answer.** Fix the first centre. Let $A_2$ be the volume of positions of a second centre for which the lowest point of the common part lies on both surfaces. Let $A_3$ be the corresponding six-dimensional volume for two further centres.

The density of ordered $k$-tuples of centres is $n^k$, and division by $k!$ removes the ordering. Given the chosen balls, the remaining centres are still Poisson with density $n$, so they leave $p$ uncovered with probability $e^{-\eta}$. Therefore

$$\bar\chi=e^{-\eta}\left(n-\frac{n^2}{2}A_2+\frac{n^3}{6}A_3\right).$$

This step needs independent centres. Repulsion or clustering changes both the tuple densities and the probability of being uncovered.

## Part (c)

**Calculate $A_2$.**

**Answer.** Put the first centre at the origin and the second at $r$. The balls overlap if $|r|<2R$, a volume $8v$. From this, subtract the positions where one ball alone fixes the lowest point. By part (a) its normal is then $-e_z$, so the point is that ball's own bottom.

- The bottom of ball 1, at $-Re_z$, lies in ball 2 if $|r+Re_z|<R$. This is a volume $v$.
- The bottom of ball 2, at $r-Re_z$, lies in ball 1 if $|r-Re_z|<R$. This is also a volume $v$.

Both regions lie within $|r|<2R$. Their centres are $2R$ apart, so they touch without overlapping. Hence

$$A_2=8v-2v=6v,\qquad \frac{n^2}{2}A_2=3n\eta .$$

## Part (d)

**Calculate $A_3$ and obtain $\bar\chi$. Check the dilute limit.**

**Answer.** Describe three spheres meeting at $p$ by $c_i=p-Ru_i$. A small change gives

$$dc_i=dp-R\,du_i,\qquad du_i\perp u_i .$$

Split each $dc_i$ into a part along $u_i$ and a part across it. The parts along $u_i$ are $u_i\cdot dp$, and they do not contain the $du_i$. The Jacobian is therefore block triangular. The three transverse blocks give $R^2$ each, and the map from $dp$ to the three numbers $u_i\cdot dp$ gives the determinant of the normals:

$$dc_1\,dc_2\,dc_3=R^6\,|\det(u_1,u_2,u_3)|\,dp\,du_1\,du_2\,du_3 .$$

By translation invariance, counting triples per unit volume of $c_1$ or of $p$ gives the same density. Thus

$$A_3=R^6\int |\det(u_1,u_2,u_3)|\;\mathbf 1\!\left[-e_z=\sum_i\lambda_iu_i,\ \lambda_i>0\right]du_1du_2du_3 ,$$

where $\mathbf 1$ is one when the condition holds and zero otherwise.

For independent normals the coefficients $\lambda_i$ are unique and, with probability one, nonzero. Of the eight triples $(\pm u_1,\pm u_2,\pm u_3)$, exactly one makes them all positive. Sign changes alter neither $|\det|$ nor the uniform measure on directions, so the condition contributes a factor $1/8$.

It remains to average the determinant over independent uniform directions. Write $|\det|=|u_1\times u_2|\,|\cos\psi|$, where $\psi$ is the angle between $u_3$ and the normal to the plane of $u_1,u_2$. The two factors are independent, with means

$$\frac12\int_0^\pi\sin^2\theta\,d\theta=\frac{\pi}{4},\qquad
\frac12\int_0^\pi|\cos\psi|\sin\psi\,d\psi=\frac12 .$$

The mean of $|\det|$ is therefore $\pi/8$, and

$$A_3=R^6(4\pi)^3\cdot\frac18\cdot\frac{\pi}{8}=\pi^4R^6 .$$

Since $v^2=16\pi^2R^6/9$, this equals $9\pi^2v^2/16$. The third term is then

$$\frac{n^3}{6}A_3=n\eta^2\,\frac{9\pi^2}{96}=\frac{3\pi^2}{32}\,n\eta^2 ,$$

and the density is

$$\boxed{\;\bar\chi=n e^{-\eta}\left(1-3\eta+\frac{3\pi^2}{32}\eta^2\right)\;}$$

Random placement of three balls with $R=1$, using the geometric definition of $A_3$, gives $97.0\pm1.1$, against $\pi^4\approx97.4$.

For small $\eta$, $\bar\chi\approx n(1-\eta)(1-3\eta)\approx n(1-4\eta)$. This agrees with a direct count. There are $n^2(8v)/2=4n\eta$ overlapping pairs per volume, and to this order each overlap joins two pieces into one.

## Part (e)

**Find the porosities at which $\bar\chi$ vanishes. What does its sign at very high porosity mean?**

**Answer.** The prefactor is positive, so the bracket must vanish:

$$\eta_\pm=\frac{3\pm\sqrt{9-4\cdot 3\pi^2/32}}{2\cdot3\pi^2/32}
=\frac{16}{3\pi^2}\left(3\pm\sqrt{9-\frac{3\pi^2}{8}}\right).$$

The smaller root is $\eta_-=0.3772$, which gives

$$\phi_0=1-e^{-0.3772}=0.3142 .$$

The bracket equals 1 at $\eta=0$ and is positive until $\eta_-$. The first zero is therefore at **31.4 percent porosity**. The density is negative between the roots and positive again beyond $\eta_+=2.865$, or 94.3 percent porosity.

Seven periodic Poisson samples, each with about 5000 balls, had their Euler characteristic computed from the alpha complex. Their first zero is at $31.1\pm0.2$ percent, where the uncertainty is one standard error. The formula lies between one and two standard errors above it.

At very high porosity the positive sign comes from solid islands, as a bound shows. Each bounded piece of pore space has a lowest point, which is the uncovered bottom of some ball, so $b_0\le N_1$. Since $b_2=\chi-b_0+b_1\ge\chi-N_1$, the density of islands is at least

$$n e^{-\eta}\left(-3\eta+\frac{3\pi^2}{32}\eta^2\right).$$

This lower bound is positive for $\eta>32/\pi^2$. In this regime the solid has enclosed fragments, although the bound does not say that all of it is fragmented.

## Part (f)

**Balls of unit diameter are added at random to a periodic cube of side $L$ until a cluster winds round the cube in one chosen direction. The value of $\eta$ at that moment has the following statistics.**

| $L$ (diameters) | Runs | Mean | Standard deviation |
|---:|---:|---:|---:|
| 8 | 300 | 0.3690 | 0.0373 |
| 12 | 200 | 0.3594 | 0.0238 |
| 20 | 80 | 0.3517 | 0.0152 |

**Estimate the percolation threshold $\eta_c$ of the infinite system, stating your assumption. Does it coincide with the Euler zero?**

**Answer.** Assume leading-order finite-size scaling: in a cube of side $L$ the winding value is $\eta_c+L^{-a}X$, where $a>0$ and the distribution of $X$ does not depend on $L$. The mean's distance from $\eta_c$ and the standard deviation $s$ are then both proportional to $L^{-a}$. The mean is a straight line in $s$, and its value at $s=0$ is $\eta_c$. The exponent need not be known.

The largest and smallest cubes give the slope

$$\frac{0.3690-0.3517}{0.0373-0.0152}=0.78 ,$$

and the intercept

$$\eta_c\approx0.3517-0.78\times0.0152=0.340 .$$

A weighted fit to all three sizes gives $\eta_c=0.340\pm0.004$, with the standard error found by resampling the runs. The threshold porosity is therefore

$$\phi_c=1-e^{-\eta_c}=28.8\pm0.3\ \text{percent}.$$

The Euler zero lies 2.6 percentage points higher. In $\eta$, the gap is 9.6 times the standard error of the threshold. That error is statistical and leaves out corrections to the assumed scaling.

A second comparison does not use the extrapolation. With $\eta$ held at the Euler zero, the fraction of samples that already have a winding cluster rises from 60 to 77 to 96 percent as $L$ goes from 8 to 12 to 20. This is the trend expected above the threshold. The distinction thus rests on strong numerical evidence, not on a proof.

## Part (g)

**Why need the two porosities not agree, and what is the pore network like at the Euler zero?**

**Answer.** Each term of $N_1-N_2+N_3$ is decided by balls close to one point. Percolation asks whether such local contacts form an unbounded chain. A single unbounded piece adds one to $b_0$, which is nothing per unit volume, and the formula for $\bar\chi$ is smooth at $\eta_c$. The condition $\bar\chi=0$ says that

$$b_1=b_0+b_2$$

per unit volume. It balances tunnels against pieces and islands, and no step of the derivation turns this balance into a criterion for percolation or a bound on its threshold.

In the cubes with $L=20$, at the Euler zero, there are 0.091 separate pieces per ball, and the largest cluster holds on average 70 percent of the balls. Tunnels therefore exceed solid islands by about 0.091 per ball. The zero lies in a regime where a large connected network coexists with many small pores.

## Part (h)

**An organosilicate film made with a sacrificial pore former has pores of radius 1 nm and a thickness of 100 nm. Evaluate $\bar\chi$ at 25 and 40 percent porosity and find $n$ at the Euler zero. Then extend the formula to independent, unequal radii, and find the zero for a lognormal distribution whose logarithm has standard deviation 0.20.**

**Answer.** Here $v=4\pi/3\ \text{nm}^3$. At 25 percent porosity, $\eta=-\ln0.75=0.2877$ and $n=\eta/v=0.0687\ \text{nm}^{-3}$, so

$$\bar\chi=0.0687\times0.75\left(1-3\eta+\tfrac{3\pi^2}{32}\eta^2\right)=+0.0110\ \text{nm}^{-3}.$$

At 40 percent, $\eta=0.5108$ and $n=0.1220\ \text{nm}^{-3}$. The same calculation gives $\bar\chi=-0.0213\ \text{nm}^{-3}$: tunnels now outnumber pieces and islands together. At the Euler zero,

$$n=\frac{0.3772}{4\pi/3}=0.090\ \text{nm}^{-3}=9.0\times10^{19}\ \text{cm}^{-3}.$$

For unequal radii, the overlap volume less the two touching regions of part (c) is

$$A_2=\tfrac{4\pi}{3}\left[(R_1+R_2)^3-R_1^3-R_2^3\right]=4\pi R_1R_2(R_1+R_2).$$

In part (d), $R^6$ becomes $R_1^2R_2^2R_3^2$, so $A_3=\pi^4(R_1R_2R_3)^2$. Averaging over independent radii gives

$$\frac{n^2}{2}\langle A_2\rangle=4\pi n^2\langle R\rangle\langle R^2\rangle,\qquad
\frac{n^3}{6}\langle A_3\rangle=\frac{\pi^4n^3}{6}\langle R^2\rangle^3 .$$

With $\eta=\tfrac{4\pi}{3}n\langle R^3\rangle$, the bracket becomes

$$1-3\eta\,\frac{\langle R\rangle\langle R^2\rangle}{\langle R^3\rangle}
+\frac{3\pi^2}{32}\eta^2\,\frac{\langle R^2\rangle^3}{\langle R^3\rangle^2}.$$

For a lognormal distribution, $\langle R^k\rangle$ is proportional to $R_m^k e^{k^2s^2/2}$, where $R_m$ is the median and $s=0.20$. The two ratios are $e^{-2s^2}$ and $e^{-3s^2}$. The smaller root moves to $\eta=0.411$, or 33.7 percent porosity. At $\eta=0.377$ this spread of sizes lowers the size of the negative pair term by 0.087 and the positive triple term by only 0.015. The triple term loses the larger fraction, 11 against 8 percent, but it is much the smaller term. The bracket therefore rises, and the zero comes later.

**Comparison with real films.** A pore radius near 1 nm and a thickness near 100 nm are rough typical values, and porosities of tens of percent belong to strongly porous films. Real pores are neither equal nor independently placed. The size spread above moves the zero by 2.3 points, nearly as much as its distance from the threshold for equal balls. The threshold for unequal balls was not computed, so the gap in that case is unknown.

As a sample of repulsion, suppose that of any two random centres closer than 1 nm the later one is deleted. The zero then lies near 32 percent, with porosity measured directly because $1-e^{-\eta}$ no longer applies.

The film is 50 pore diameters thick. Extrapolating the spread in part (f) to a periodic cube of that side gives about 0.4 porosity points, less than the gap. That figure does not describe a film, which is far wider than it is thick. Below $\eta_c$ a patch about as wide as the film is thick still has some probability $q>0$ of a path from face to face, and $M$ well-separated patches all lack one only with probability $(1-q)^M$. The first path through a film therefore appears below $\phi_c$, and at a lower porosity the larger its area. The size of this shift is not given by the cube data. The model also counts arbitrarily narrow necks as connections. A molecule of finite size cannot pass all of them, so its transport threshold cannot lie below the geometric one if the solid between the pores is impermeable. A solid skeleton that lets small molecules through removes this bound. Neither 28.8 nor 31.4 percent should therefore serve as a sealing limit for a real film without data on its pore sizes, placement, necks, skeleton, thickness and area.

The computed values are collected in the numerical output below.

## Table of computed values

```
radii 1,1,1: A2 sampled 25.07 +- 0.06, formula 25.13
radii 1,1,1: A3 sampled 97.0 +- 1.1, formula 97.4
radii 1,0.7,1.3: A2 sampled 14.92 +- 0.03, formula 14.95
radii 1,0.7,1.3: A3 sampled 80.5 +- 1.0, formula 80.7
Euler characteristic: ring 0, hollow shell 2
150 balls, eta 0.4: N1 98, N2 101, N3 13, alpha complex 10
150 balls, eta 0.9: N1 83, N2 156, N3 35, alpha complex -38
150 balls, eta 2.0: N1 43, N2 115, N3 55, alpha complex -17
eta 0.2000: chi/n formula +0.3578, simulated +0.3595 +- 0.0024
eta 0.3772: chi/n formula +0.0000, simulated -0.0071 +- 0.0041
eta 0.8000: chi/n formula -0.3630, simulated -0.3670 +- 0.0035
eta 1.5000: chi/n formula -0.3164, simulated -0.3197 +- 0.0034
eta 2.8651: chi/n formula +0.0000, simulated +0.0059 +- 0.0030
first zero: eta 0.37722, porosity 31.42 %
second zero: eta 2.8651, porosity 94.30 %
first zero, simulated: 31.14 +- 0.17 %
box 8 diameters, 300 runs: mean eta 0.3690, spread 0.0373, wound at Euler zero 60 %
box 12 diameters, 200 runs: mean eta 0.3594, spread 0.0238, wound at Euler zero 77 %
box 20 diameters, 80 runs: mean eta 0.3517, spread 0.0152, wound at Euler zero 96 %
percolation threshold: eta 0.3401 +- 0.0039
percolation porosity: 28.83 +- 0.27 %
gap in porosity: 2.59 points
gap in eta over its standard error: 9.6
at Euler zero, box 20: separate pieces per ball 0.091
at Euler zero, box 20: balls in largest cluster 70 %
example: pore radius 1.0 nm, film thickness 100 nm
porosity 10.0 %: eta 0.1054, n 0.0252 nm^-3, chi +0.01571 nm^-3
porosity 25.0 %: eta 0.2877, n 0.0687 nm^-3, chi +0.01100 nm^-3
porosity 31.4 %: eta 0.3772, n 0.0901 nm^-3, chi +0.00000 nm^-3
porosity 40.0 %: eta 0.5108, n 0.1220 nm^-3, chi -0.02129 nm^-3
separate pieces at Euler zero: 0.0082 nm^-3
zero with 20 % lognormal radius spread: eta 0.4112, porosity 33.71 %
zero with centres at least 1.0 nm apart: porosity 32.1 +- 0.1 %
threshold spread at 50 diameters (extrapolated): 0.44 porosity points
```
